# Density-matrix response with a changing overlap and fractional occupation, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proof

### Statement

Let $H$ be a Hermitian matrix and $S$ a Hermitian, positive definite matrix, both in a fixed basis of finite dimension. The orbitals and levels are defined by

$$H|n\rangle=e_nS|n\rangle,\qquad \langle m|S|n\rangle=\delta_{mn}. \tag{1}$$

In the ultrasoft and PAW methods $S$ is the overlap operator that corrects the norm of the smooth orbitals near the atoms. It depends on the atomic positions, so a displacement changes $S$ as well as $H$. Let both depend smoothly on a real parameter $x$,

$$H(x)=H+xH_1+o(x),\qquad S(x)=S+xS_1+o(x), \tag{2}$$

and write $h_{mn}=\langle m|H_1|n\rangle$ and $s_{mn}=\langle m|S_1|n\rangle$, with the unperturbed orbitals on both sides. Here $o(x)$ is a remainder that vanishes faster than $x$. The one-particle density matrix is

$$P=\sum_n f_n|n\rangle\langle n|,\qquad f_n=f(e_n), \tag{3}$$

where $f$ is the occupation function. A dot denotes $d/dx$ at $x=0$. The elements of the response are the numbers $p_{mn}$ in

$$\dot P=\sum_{mn}|m\rangle\,p_{mn}\,\langle n|. \tag{4}$$

**Theorem.** Let $f$ be real on the real axis, independent of $x$, and holomorphic in a neighbourhood of every level. Then $P$ is differentiable at $x=0$. For $e_n\neq e_m$,

$$p_{mn}=\frac{(f_n-f_m)\,h_{mn}-(f_ne_n-f_me_m)\,s_{mn}}{e_n-e_m}, \tag{5}$$

and for $e_n=e_m=e$, which includes $m=n$,

$$p_{mn}=f'(e)\,(h_{mn}-e\,s_{mn})-f(e)\,s_{mn}. \tag{6}$$

Equation (6) holds for any choice of $S$-orthonormal orbitals within a degenerate level.

### What the assumptions mean

*The elements.* Multiply (4) by $\langle m|S$ from the left and by $S|n\rangle$ from the right. The orthonormality in (1) removes both sums, so

$$p_{mn}=\langle m|S\dot PS|n\rangle. \tag{7}$$

The matrix $S$ here is the unperturbed one, and it stands outside the derivative. The plain element $\langle m|\dot P|n\rangle$ is a different number, because $\langle m|n\rangle$ is in general not $\delta_{mn}$.

*The occupation function.* The Fermi-Dirac function with chemical potential $\mu$ and thermal energy $T$ is

$$f(e)=\frac{1}{e^{(e-\mu)/T}+1}. \tag{8}$$

Its poles lie where $e^{(z-\mu)/T}=-1$, that is, at $z=\mu+i\pi T(2k+1)$ with integer $k$. Their distance from the real axis is at least $\pi T$, so (8) meets the assumption for every $T>0$. A system with a gap at zero temperature meets it too: $f$ is the constant 1 near each filled level and the constant 0 near each empty one. In the theorem $f$ does not depend on $x$, which for (8) means that $\mu$ and $T$ are held fixed. The second half treats a fixed electron number. Each $f_n$ refers to one spin channel, and for (8) it lies between 0 and 1.

*The perturbation.* $H_1$ is the whole first derivative of $H$. In a self-consistent mean-field calculation it contains the change of the potential caused by the change of the density. That change depends on $\dot P$, so (5) and (6) then form one half of a self-consistency loop. The theorem takes $H_1$ as given.

### Lemma 1: completeness and the resolvent

**Lemma 1.** The orbitals satisfy

$$\sum_n|n\rangle\langle n|=S^{-1}, \tag{9}$$

and for every complex $z$ that is not a level,

$$G(z)\equiv(zS-H)^{-1}=\sum_n\frac{|n\rangle\langle n|}{z-e_n}. \tag{10}$$

*Proof.* There are as many orbitals as dimensions, and they are linearly independent because they are $S$-orthonormal. Hence they form a basis. Let $Q=\sum_k|k\rangle\langle k|$. Then

$$QS|n\rangle=\sum_k|k\rangle\langle k|S|n\rangle=|n\rangle$$

for every basis vector $|n\rangle$. So $QS=1$, which is (9). For (10), apply $zS-H$ to the sum on the right. Since $H|n\rangle=e_nS|n\rangle$,

$$(zS-H)\sum_n\frac{|n\rangle\langle n|}{z-e_n}
=\sum_n\frac{(z-e_n)\,S|n\rangle\langle n|}{z-e_n}
=S\sum_n|n\rangle\langle n|=SS^{-1}=1. \qquad\blacksquare$$

### Lemma 2: response of a nondegenerate orbital

**Lemma 2.** Let all levels be distinct, and write $|\dot n\rangle=\sum_m|m\rangle c_{mn}$. Then

$$\dot e_n=h_{nn}-e_ns_{nn},\qquad
c_{mn}=\frac{h_{mn}-e_ns_{mn}}{e_n-e_m}\ (m\neq n),\qquad
c_{nn}+c_{nn}^*=-s_{nn}. \tag{11}$$

*Proof.* A nondegenerate level is a simple root of $\det(H-eS)=0$. It therefore varies differentiably with $x$, and so does its orbital once a smooth phase is chosen. By (9), $|\dot n\rangle=\sum_m|m\rangle\langle m|S|\dot n\rangle$, so $c_{mn}=\langle m|S|\dot n\rangle$. Differentiate $(H-e_nS)|n\rangle=0$:

$$(H_1-\dot e_nS-e_nS_1)|n\rangle+(H-e_nS)|\dot n\rangle=0. \tag{12}$$

Multiply by $\langle m|$. The adjoint of (1) is $\langle m|H=e_m\langle m|S$, so the last term becomes $(e_m-e_n)\langle m|S|\dot n\rangle$, and

$$h_{mn}-\dot e_n\delta_{mn}-e_ns_{mn}+(e_m-e_n)\,c_{mn}=0. \tag{13}$$

For $m=n$ the last term vanishes, which gives $\dot e_n$. For $m\neq n$ the second term vanishes, and solving for $c_{mn}$ gives the second formula. The third follows from the derivative of $\langle n|S|n\rangle=1$:

$$\langle\dot n|S|n\rangle+\langle n|S_1|n\rangle+\langle n|S|\dot n\rangle
=c_{nn}^*+s_{nn}+c_{nn}=0. \qquad\blacksquare$$

The energy $e_n$ in $h_{mn}-e_ns_{mn}$ belongs to the orbital that is being perturbed. The coupling that sends $n$ into $m$ therefore differs from the one that sends $m$ into $n$ when $s_{mn}\neq0$. This asymmetry is the source of the combination $f_ne_n-f_me_m$.

### Proof of the quotient for distinct levels

Differentiate (3):

$$\dot P=\sum_k\Big[f_k\big(|\dot k\rangle\langle k|+|k\rangle\langle\dot k|\big)+\dot f_k|k\rangle\langle k|\Big]. \tag{14}$$

Insert this in (7). We have $\langle m|S|\dot k\rangle=c_{mk}$, and its complex conjugate relation is $\langle\dot k|S|n\rangle=c_{nk}^*$. Hence

$$p_{mn}=\sum_k\Big[f_k\big(c_{mk}\delta_{kn}+\delta_{mk}c_{nk}^*\big)+\dot f_k\delta_{mk}\delta_{kn}\Big]
=f_nc_{mn}+f_mc_{nm}^*+\dot f_n\delta_{mn}. \tag{15}$$

Take $m\neq n$. Exchanging the labels in (11) gives $c_{nm}=(h_{nm}-e_ms_{nm})/(e_m-e_n)$. Because $H_1$ and $S_1$ are Hermitian, $h_{nm}^*=h_{mn}$ and $s_{nm}^*=s_{mn}$. Therefore

$$c_{nm}^*=\frac{h_{mn}-e_ms_{mn}}{e_m-e_n}=-\frac{h_{mn}-e_ms_{mn}}{e_n-e_m}, \tag{16}$$

and (15) becomes

$$p_{mn}=\frac{f_n(h_{mn}-e_ns_{mn})-f_m(h_{mn}-e_ms_{mn})}{e_n-e_m}.$$

Collecting the terms in $h_{mn}$ and in $s_{mn}$ gives (5).

For $m=n$, (15) gives $p_{nn}=f_n(c_{nn}+c_{nn}^*)+\dot f_n$. With $\dot f_n=f'(e_n)\dot e_n$ and (11),

$$p_{nn}=f'(e_n)(h_{nn}-e_ns_{nn})-f_ns_{nn}, \tag{17}$$

which is (6) on the diagonal. The first term is the change of occupation as the level moves. The second is a change of normalization: if the perturbation raises the norm that $S$ assigns to an orbital, the orbital must shrink.

This proof cannot be carried over to a degenerate level. There the coefficient $c_{mn}$ has a vanishing denominator, and an arbitrarily chosen orbital of the level has in general no continuous continuation to $x\neq0$. The density matrix does not depend on the choice of orbitals, so the remedy is a proof that never differentiates an orbital.

### Lemma 3: the density matrix as a contour integral

Draw a small circle around each distinct level, so that the closed discs do not overlap and $f$ is holomorphic on them. Let $\Gamma$ be the union of these circles, each traversed counterclockwise.

**Lemma 3.** For all sufficiently small $|x|$,

$$P(x)=\frac{1}{2\pi i}\oint_\Gamma f(z)\,G(z,x)\,dz,\qquad G(z,x)=[zS(x)-H(x)]^{-1}, \tag{18}$$

and $P$ is differentiable at $x=0$ with

$$\dot P=\frac{1}{2\pi i}\oint_\Gamma f(z)\,G(z)\,(H_1-zS_1)\,G(z)\,dz. \tag{19}$$

*Proof.* At $x=0$ no level lies on $\Gamma$, so $zS-H$ is invertible there. Since $\Gamma$ is closed and bounded, $zS(x)-H(x)$ stays invertible on all of $\Gamma$ for small $|x|$, and $S(x)$ stays positive definite. The levels vary continuously with $x$ and cannot cross $\Gamma$, so they all remain inside the discs. Lemma 1 applies at each such $x$. By the residue theorem, the term of (10) with level $e_n(x)$ contributes $f(e_n(x))|n\rangle\langle n|$, and the sum is $P(x)$.

For the derivative, put $M(x)=zS(x)-H(x)$. Multiplying out and using $G(z,x)=M(x)^{-1}$ shows that

$$G(z,x)-G(z,0)=G(z,0)\,[M(0)-M(x)]\,G(z,x). \tag{20}$$

By (2), $M(0)-M(x)=x(H_1-zS_1)+o(x)$, uniformly for $z$ on $\Gamma$. Divide (20) by $x$ and let $x\to0$. The right side tends uniformly to $G(z)(H_1-zS_1)G(z)$, so the limit may be taken under the integral. $\blacksquare$

### Proof of the theorem for all levels

Equation (10) and orthonormality give

$$G(z)S|n\rangle=\frac{|n\rangle}{z-e_n},\qquad \langle m|SG(z)=\frac{\langle m|}{z-e_m}. \tag{21}$$

Put (19) between $\langle m|S$ and $S|n\rangle$:

$$p_{mn}=\frac{1}{2\pi i}\oint_\Gamma\frac{g(z)}{(z-e_m)(z-e_n)}\,dz,\qquad
g(z)=f(z)\,(h_{mn}-z\,s_{mn}). \tag{22}$$

The numbers $h_{mn}$ and $s_{mn}$ are constants in this integral, and $g$ is holomorphic in the discs.

If $e_n\neq e_m$, there are two simple poles, and the residues add to

$$p_{mn}=\frac{g(e_m)}{e_m-e_n}+\frac{g(e_n)}{e_n-e_m}=\frac{g(e_n)-g(e_m)}{e_n-e_m}. \tag{23}$$

Since $g(e_n)=f_nh_{mn}-f_ne_ns_{mn}$, and likewise for $m$, this is (5).

If $e_n=e_m=e$, there is one double pole. Its residue is the coefficient of $(z-e)$ in the Taylor series of $g$, which is $g'(e)$. The product rule gives

$$p_{mn}=g'(e)=f'(e)(h_{mn}-e\,s_{mn})-f(e)\,s_{mn},$$

which is (6). Nothing in the argument depended on how the orbitals of the level were chosen. $\blacksquare$

Equation (23) is a difference quotient of $g$, and (6) is its derivative. Thus the degenerate value is the limit of the quotient when two levels approach each other with $h_{mn}$ and $s_{mn}$ held fixed.

### Special cases that check the signs

*Constant overlap.* With $s_{mn}=0$, (5) reduces to $p_{mn}=(f_n-f_m)h_{mn}/(e_n-e_m)$, the usual response of independent particles.

*Integer occupation.* If $f_n=f_m=1$ and $f$ is constant near both levels, (5) and (6) both give $p_{mn}=-s_{mn}$. Two filled orbitals therefore respond to a change of overlap, though not to $H_1$. When every orbital is filled, $P=S^{-1}$ by (9). Differentiating $SS^{-1}=1$ gives $\dot P=-S^{-1}S_1S^{-1}$, whose elements (7) are indeed $-s_{mn}$. If $n$ is filled and $m$ empty, (5) leaves $(h_{mn}-e_ns_{mn})/(e_n-e_m)$, which is $c_{mn}$. Two empty orbitals give zero.

*Origin of energy.* Replace $H(x)$ by $H(x)+cS(x)$ with a constant $c$, and shift the argument of $f$ by the same $c$. The orbitals and occupations do not change, while $e_n\to e_n+c$ and $h_{mn}\to h_{mn}+cs_{mn}$. The numerator of (5) gains $c(f_n-f_m)s_{mn}$ from its first term and loses the same amount in its second. The response does not depend on the origin of energy, as it must not. If the overlap term were dropped, this invariance would be lost.

## Second half: near-degeneracy, electron number and an example

The levels and orbitals obey $H|n\rangle=e_nS|n\rangle$ and $\langle m|S|n\rangle=\delta_{mn}$. The perturbation has the elements $h_{mn}=\langle m|H_1|n\rangle$ and $s_{mn}=\langle m|S_1|n\rangle$. The density matrix is $P=\sum_nf_n|n\rangle\langle n|$ with $f_n=f(e_n)$, and its derivative is $\dot P=\sum_{mn}|m\rangle p_{mn}\langle n|$. The first half showed that, for an occupation function that does not change with $x$,

$$p_{mn}=\frac{(f_n-f_m)h_{mn}-(f_ne_n-f_me_m)s_{mn}}{e_n-e_m}\quad(e_n\neq e_m), \tag{24}$$

$$p_{mn}=f'(e)(h_{mn}-e\,s_{mn})-f(e)\,s_{mn}\quad(e_n=e_m=e). \tag{25}$$

### Proposition 1: one form for all gaps

Let $\Delta=e_n-e_m$, $\bar e=(e_n+e_m)/2$ and $\bar f=(f_n+f_m)/2$.

This part has proved the first-order response of the density matrix to a change of both $H$ and $S$, for distinct and for degenerate levels, with an occupation function that does not change with $x$. What remains is a single form suited to small gaps, the cases of fixed electron number and of fixed occupations, and a numerical example.
